# Why Water Keeps Hexafluorosilicate Together: A Born Solvation Model: test program

```python
# Result under test: for SiF6(2-) -> SiF5(-) + F(-), a solvent of relative
# permittivity eps changes the reaction energy by
#   shift = (K*f/2) * (4/R6 - 1/R5 - 1/RF),  K = e^2/(4 pi eps0), f = 1 - 1/eps,
# where R6, R5, RF are the Born radii of the three ions.
# Positive reaction energy: splitting costs energy.
# Quantum chemistry uses atomic units inside; printed values are in eV and nm.
import numpy as np
import scipy.constants as sc
from scipy.integrate import quad
from scipy.linalg import block_diag
from pyscf import gto, scf, mp, lib

lib.num_threads(1)
HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e9          # nm
K = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9                   # eV nm
KJ = sc.e * sc.N_A / 1000                                     # kJ/mol per eV
EPS, TEMP = 78.4, 298.15
F_SOLV = 1 - 1 / EPS


def born(z, radius, eps=EPS):
    return -K * z**2 / (2 * radius) * (1 - 1 / eps)


def born_shift(r6, r5, rf):
    return K * F_SOLV / 2 * (4 / r6 - 1 / r5 - 1 / rf)


# ---------- electronic structure ----------
def hexafluoride(r):
    return [("Si", (0, 0, 0))] + [
        ("F", tuple(s * r * np.eye(3)[k])) for k in range(3) for s in (1, -1)]


def pentafluoride(axial, equatorial):
    ring = [("F", (equatorial * np.cos(t), equatorial * np.sin(t), 0))
            for t in 2 * np.pi * np.arange(3) / 3]
    return [("Si", (0, 0, 0)), ("F", (0, 0, axial)), ("F", (0, 0, -axial))] + ring


def hartree_fock(atoms, charge, basis, guess=None):
    mol = gto.M(atom=atoms, charge=charge, basis=basis, unit="Angstrom", verbose=0)
    mf = scf.RHF(mol).density_fit(auxbasis="def2-tzvp-jkfit")
    mf.conv_tol = 1e-9
    mf.kernel(dm0=guess)
    assert mf.converged
    return mf


SMALL = "def2-svp"
LARGE = {"Si": "def2-tzvp", "F": "aug-cc-pvdz"}

# Bond length of the octahedral dianion from a parabola through three energies
lengths, energies, guess = np.array([1.66, 1.70, 1.74]), [], None
for length in lengths:
    mf = hartree_fock(hexafluoride(length), -2, SMALL, guess)
    guess = mf.make_rdm1()
    energies.append(mf.e_tot)
curve = np.polyfit(lengths - 1.70, energies, 2)
bond6 = 1.70 - curve[1] / (2 * curve[0])
assert curve[0] > 0 and abs(bond6 - 1.70) < 0.06

# Two bond lengths of the trigonal bipyramid from a quadratic energy surface
start, h = np.array([1.65, 1.61]), 0.03
trial, guess = {}, None
for move in [(0, 0), (1, 0), (-1, 0), (0, 1), (0, -1), (1, 1)]:
    mf = hartree_fock(pentafluoride(*(start + h * np.array(move))), -1, SMALL, guess)
    guess = mf.make_rdm1()
    trial[move] = mf.e_tot
e0 = trial[0, 0]
slope = np.array([trial[1, 0] - trial[-1, 0], trial[0, 1] - trial[0, -1]]) / (2 * h)
caa = (trial[1, 0] + trial[-1, 0] - 2 * e0) / h**2
cee = (trial[0, 1] + trial[0, -1] - 2 * e0) / h**2
cae = (trial[1, 1] - trial[1, 0] - trial[0, 1] + e0) / h**2
cae_matrix = np.array([[caa, cae], [cae, cee]])
bond5 = start - np.linalg.solve(cae_matrix, slope)
assert np.all(np.linalg.eigvalsh(cae_matrix) > 0)
assert np.max(np.abs(bond5 - start)) < 0.08
small5 = hartree_fock(pentafluoride(*bond5), -1, SMALL, guess)
assert small5.e_tot <= min(trial.values()) + 1e-5

# Gas-phase repulsion of the two separated anions against K/d
smallF = hartree_fock([("F", (0, 0, 0))], -1, SMALL)
distance = 0.8                                                # nm
pair = hartree_fock(pentafluoride(*bond5) + [("F", (0, 0, 10 * distance))], -2,
                    SMALL, block_diag(small5.make_rdm1(), smallF.make_rdm1()))
repulsion = (pair.e_tot - small5.e_tot - smallF.e_tot) * HARTREE
assert abs(repulsion / (K / distance) - 1) < 0.05  # multipoles, polarisation

# Gas-phase splitting energy with diffuse functions
ions = {"SiF6(2-)": (hexafluoride(bond6), -2, 11),
        "SiF5(-)": (pentafluoride(*bond5), -1, 10),
        "F(-)": ([("F", (0, 0, 0))], -1, 1)}
fields, e_hf, e_mp2 = {}, {}, {}
for name, (atoms, charge, core) in ions.items():
    mf = hartree_fock(atoms, charge, LARGE)
    correlation = mp.MP2(mf, frozen=core).kernel(with_t2=False)[0]
    fields[name] = mf
    e_hf[name] = mf.e_tot * HARTREE
    e_mp2[name] = (mf.e_tot + correlation) * HARTREE


def splitting(e):
    return e["SiF5(-)"] + e["F(-)"] - e["SiF6(2-)"]


gas_hf, gas = splitting(e_hf), splitting(e_mp2)
dianion = fields["SiF6(2-)"]
homo = dianion.mo_energy[dianion.mo_occ > 0].max() * HARTREE
assert gas_hf < 0 and gas < 0      # the gas-phase ion releases energy on splitting
assert homo < 0                    # its outermost electron is bound in Hartree-Fock

# ---------- cavities and numerical continuum electrostatics ----------
NDIR = 400
index = np.arange(NDIR) + 0.5
cos_t = 1 - 2 * index / NDIR
phi = np.pi * (1 + 5**0.5) * index
sin_t = np.sqrt(1 - cos_t**2)
DIRS = np.column_stack([sin_t * np.cos(phi), sin_t * np.sin(phi), cos_t])


def contour_surface(mf, level):
    """Points, area elements and equal-volume radius of a density contour (bohr)."""
    mol, dm = mf.mol, mf.make_rdm1()
    low, high = np.full(NDIR, 1.5), np.full(NDIR, 12.0)

    def density(r):
        ao = mol.eval_gto("GTOval_sph", DIRS * r[:, None])
        return np.einsum("pi,pi->p", ao @ dm, ao)

    assert np.all(density(low) > level) and np.all(density(high) < level)
    for _ in range(32):
        middle = (low + high) / 2
        inside = density(middle) > level
        low, high = np.where(inside, middle, low), np.where(inside, high, middle)
    r = (low + high) / 2
    points = DIRS * r[:, None]
    ao = mol.eval_gto("GTOval_sph_deriv1", points)
    gradient = 2 * np.einsum("pi,xpi->px", ao[0] @ dm, ao[1:])
    normal = -gradient / np.linalg.norm(gradient, axis=1)[:, None]
    tilt = np.einsum("px,px->p", normal, DIRS)
    assert np.all(tilt > 0)
    return points, 4 * np.pi / NDIR * r**2 / tilt, np.mean(r**3)**(1 / 3)


def conductor(points, areas, potential):
    """Solvation energy and surface charge for a perfectly screening solvent."""
    gap = np.linalg.norm(points[:, None] - points[None], axis=2)
    np.fill_diagonal(gap, 1.0)
    matrix = 1 / gap
    np.fill_diagonal(matrix, 3.92 / np.sqrt(areas))  # self term of a surface patch
    charge = np.linalg.solve(matrix, -potential)
    return 0.5 * charge @ potential, charge.sum()


def ion_potential(mf, points):
    mol, dm = mf.mol, mf.make_rdm1()
    value = np.zeros(len(points))
    for z, place in zip(mol.atom_charges(), mol.atom_coords()):
        value += z / np.linalg.norm(points - place, axis=1)
    for first in range(0, len(points), 100):
        block = mol.intor("int1e_grids", grids=points[first:first + 100])
        value[first:first + 100] -= np.einsum("pij,ij->p", block, dm)
    return value


levels = [0.0005, 0.001, 0.002]
radii, surface_energy, surface_charge = {}, {}, {}
for level in levels:
    for name, mf in fields.items():
        points, areas, radius = contour_surface(mf, level)
        radii[level, name] = radius * BOHR
        if level == 0.001:
            energy, total = conductor(points, areas, ion_potential(mf, points))
            surface_energy[name] = energy * HARTREE * F_SOLV
            surface_charge[name] = total
R6, R5, RF = (radii[0.001, n] for n in ions)
G = {n: born(ions[n][1], radii[0.001, n]) for n in ions}

# Born formula against the field energy outside the sphere, in SI units
for name in ions:
    q, radius = ions[name][1] * sc.e, radii[0.001, name] * 1e-9

    def field_energy(eps):
        # x = radius/r maps the infinite exterior to the interval 0..1
        def integrand(x):
            r = radius / x
            displacement = q / (4 * np.pi * r**2)
            density = displacement**2 / (2 * eps * sc.epsilon_0)
            return density * 4 * np.pi * r**2 * radius / x**2 / sc.e
        return quad(integrand, 0, 1)[0]

    assert abs((field_energy(EPS) - field_energy(1)) / G[name] - 1) < 1e-6

# Two point charges in two spherical cavities: solvent cancels their repulsion
a, b = R5 / BOHR, RF / BOHR
d = 1.3 * (a + b)
first, second = DIRS * a, DIRS * b + np.array([0, 0, d])
area_a, area_b = np.full(NDIR, 4 * np.pi * a**2 / NDIR), np.full(NDIR, 4 * np.pi * b**2 / NDIR)
alone_a = conductor(first, area_a, -np.full(NDIR, 1 / a))[0]
alone_b = conductor(second, area_b, -np.full(NDIR, 1 / b))[0]
both = np.vstack([first, second])
v_both = -1 / np.linalg.norm(both, axis=1) - 1 / np.linalg.norm(both - [0, 0, d], axis=1)
together = conductor(both, np.concatenate([area_a, area_b]), v_both)[0]
cancelled = -(together - alone_a - alone_b) * d
assert abs(alone_a * 2 * a + 1) < 0.01 and abs(alone_b * 2 * b + 1) < 0.01
assert abs(cancelled - 1) < 0.02

# Real ion shapes against equal-volume Born spheres
for name in ions:
    assert abs(surface_energy[name] / G[name] - 1) < 0.15     # shape, density tail
    assert abs(surface_charge[name] + ions[name][1]) < 0.1 * abs(ions[name][1])
shift = born_shift(R6, R5, RF)
shift_shape = splitting(surface_energy)
assert abs(shift - splitting(G)) < 1e-9
assert shift_shape > 0
shifts = {lv: born_shift(*(radii[lv, n] for n in ions)) for lv in levels}
assert min(shifts.values()) > 0

# Three parts of the shift
shared = K * F_SOLV / R6
loss5 = -K * F_SOLV / 2 * (1 / R5 - 1 / R6)
lossF = -K * F_SOLV / 2 * (1 / RF - 1 / R6)
assert abs(shared + loss5 + lossF - splitting(G)) < 1e-9

# Critical fluoride radius, checked by substitution in the thermodynamic cycle
inverse_critical = 4 / R6 - 1 / R5 + 2 * gas / (K * F_SOLV)
critical = 1 / inverse_critical if inverse_critical > 0 else np.inf
if np.isfinite(critical):
    assert abs(gas + born(1, R5) + born(1, critical) - born(2, R6)) < 1e-8

# ---------- sizes of neglected effects ----------
RF_ROUND = 0.16
shift_round = born_shift(R6, R5, RF_ROUND)
LAYER, EPS_LAYER = 0.28, 5.0


def layered(z, radius):
    outer = radius + LAYER
    return born(z, radius, EPS_LAYER) - born(z, outer, EPS_LAYER) + born(z, outer)


saturation = layered(1, R5) + layered(1, RF) - layered(2, R6) - shift
mass = {n: fields[n].mol.atom_mass_list(isotope_avg=True).sum() * sc.atomic_mass for n in ions}
reduced = mass["SiF5(-)"] * mass["F(-)"] / mass["SiF6(2-)"]
states = (2 * np.pi * reduced * sc.k * TEMP / sc.h**2)**1.5 / (1000 * sc.N_A)
entropy = -sc.k * TEMP * np.log(states) / sc.e
contact = R5 + RF
surface_field = 2 * K / (EPS * R6**2) * 10                    # V/nm to MV/cm

# ---------- output ----------
print(f"Coulomb constant K: {K:.4f} eV nm")
print(f"water permittivity (rough input): {EPS:.1f}; temperature: {TEMP:.2f} K")
print(f"solvent factor f: {F_SOLV:.4f}")
print(f"SiF6(2-) bond length: {bond6 / 10:.4f} nm")
print(f"SiF5(-) axial, equatorial bonds: {bond5[0] / 10:.4f}, {bond5[1] / 10:.4f} nm")
print(f"SiF6(2-) highest occupied HF level: {homo:.2f} eV")
print(f"gas splitting energy, HF: {gas_hf:.2f} eV")
print(f"gas splitting energy, MP2: {gas:.2f} eV = {gas * KJ:.0f} kJ/mol")
print(f"gas repulsion at {distance:.1f} nm, HF: {repulsion:.3f} eV")
print(f"gas repulsion at {distance:.1f} nm, K/d: {K / distance:.3f} eV")
for name in ions:
    print(f"{name} radius: {radii[0.001, name]:.4f} nm; Born energy: {G[name]:.2f} eV")
    print(f"{name} energy with real ion shape: {surface_energy[name]:.2f} eV")
print(f"4/R6: {4 / R6:.3f} 1/nm")
print(f"1/R5 + 1/RF: {1 / R5 + 1 / RF:.3f} 1/nm")
print(f"shift, shared-cavity term: {shared:.2f} eV")
print(f"shift, SiF5(-) size term: {loss5:.2f} eV")
print(f"shift, F(-) size term: {lossF:.2f} eV")
print(f"Born shift by water: {shift:.2f} eV = {shift * KJ:.0f} kJ/mol")
print(f"splitting energy in water: {gas + shift:.2f} eV = {(gas + shift) * KJ:.0f} kJ/mol")
print(f"shift with real ion shapes: {shift_shape:.2f} eV")
print(f"splitting in water, real ion shapes: {gas + shift_shape:.2f} eV")
print(f"critical F(-) radius for zero net energy: {critical:.4f} nm")
for level in levels:
    r = [radii[level, n] for n in ions]
    print(f"contour {level:.4f} a.u.: R6, R5, RF = {r[0]:.3f}, {r[1]:.3f}, {r[2]:.3f} nm")
    print(f"  shift: {shifts[level]:.2f} eV; net splitting: {gas + shifts[level]:.2f} eV")
print(f"round F(-) radius {RF_ROUND:.2f} nm: Born energy {born(1, RF_ROUND):.2f} eV")
print(f"  shift: {shift_round:.2f} eV; net splitting: {gas + shift_round:.2f} eV")
print(f"contact distance R5 + RF: {contact:.3f} nm")
print(f"repulsion at contact, gas: {K / contact:.2f} eV")
print(f"repulsion at contact, water K/(eps d): {K / (EPS * contact):.3f} eV")
print(f"cancelled fraction of repulsion, conductor test: {cancelled:.4f}")
print(f"field in water at SiF6(2-) surface: {surface_field:.1f} MV/cm")
print(f"saturated layer (round): {LAYER:.2f} nm, permittivity {EPS_LAYER:.1f}")
print(f"change of shift by saturated layer: {saturation:.2f} eV")
print(f"translational free energy of splitting, 1 mol/L: {entropy:.2f} eV")
print(f"net with translational term: {gas + shift + entropy:.2f} eV")
print(f"net, round F(-) radius, translational term: {gas + shift_round + entropy:.2f} eV")
print("finished without a failed check")
```

Output:

```
Coulomb constant K: 1.4400 eV nm
water permittivity (rough input): 78.4; temperature: 298.15 K
solvent factor f: 0.9872
SiF6(2-) bond length: 0.1709 nm
SiF5(-) axial, equatorial bonds: 0.1663, 0.1631 nm
SiF6(2-) highest occupied HF level: -4.75 eV
gas splitting energy, HF: -2.04 eV
gas splitting energy, MP2: -1.98 eV = -191 kJ/mol
gas repulsion at 0.8 nm, HF: 1.831 eV
gas repulsion at 0.8 nm, K/d: 1.800 eV
SiF6(2-) radius: 0.2910 nm; Born energy: -9.77 eV
SiF6(2-) energy with real ion shape: -9.45 eV
SiF5(-) radius: 0.2737 nm; Born energy: -2.60 eV
SiF5(-) energy with real ion shape: -2.50 eV
F(-) radius: 0.1833 nm; Born energy: -3.88 eV
F(-) energy with real ion shape: -3.72 eV
4/R6: 13.746 1/nm
1/R5 + 1/RF: 9.108 1/nm
shift, shared-cavity term: 4.89 eV
shift, SiF5(-) size term: -0.15 eV
shift, F(-) size term: -1.43 eV
Born shift by water: 3.30 eV = 318 kJ/mol
splitting energy in water: 1.31 eV = 127 kJ/mol
shift with real ion shapes: 3.23 eV
splitting in water, real ion shapes: 1.25 eV
critical F(-) radius for zero net energy: 0.1369 nm
contour 0.0005 a.u.: R6, R5, RF = 0.307, 0.288, 0.202 nm
  shift: 3.26 eV; net splitting: 1.28 eV
contour 0.0010 a.u.: R6, R5, RF = 0.291, 0.274, 0.183 nm
  shift: 3.30 eV; net splitting: 1.31 eV
contour 0.0020 a.u.: R6, R5, RF = 0.275, 0.259, 0.167 nm
  shift: 3.34 eV; net splitting: 1.35 eV
round F(-) radius 0.16 nm: Born energy -4.44 eV
  shift: 2.73 eV; net splitting: 0.75 eV
contact distance R5 + RF: 0.457 nm
repulsion at contact, gas: 3.15 eV
repulsion at contact, water K/(eps d): 0.040 eV
cancelled fraction of repulsion, conductor test: 1.0000
field in water at SiF6(2-) surface: 4.3 MV/cm
saturated layer (round): 0.28 nm, permittivity 5.0
change of shift by saturated layer: -0.22 eV
translational free energy of splitting, 1 mol/L: -0.30 eV
net with translational term: 1.02 eV
net, round F(-) radius, translational term: 0.45 eV
finished without a failed check
```
